# Lattice-gas double-layer capacitance: from camel to bell at packing one third: a program that tests the result

```python
"""Differential capacitance of a lattice-gas electric double layer.

Result under test (atomic units, temperature T as an energy):
    C = C_D * cosh(u/2)/G * sqrt(2 g sinh(u/2)^2 / ln G),
    G = 1 + 2 g sinh(u/2)^2,   C_D = eps*kappa/(4 pi),
    kappa^2 = 8 pi c0/(eps T),   u = electrode potential / T,
with g = 2 c0 a^3 the bulk packing fraction, c0 the bulk density of each ion,
a^3 the cell volume and eps the relative permittivity.
Also tested: C -> sqrt(eps/(8 pi a^3 phi)) at high potential phi, and the
change from two maxima (camel) to one (bell) at g = 1/3.
"""
import math
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gammaln, logsumexp

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10      # angstrom
CAP_UNIT = 1.0 / (HARTREE * BOHR**2)       # atomic unit -> e/(V A^2)
MICROFARAD = const.e * 1e22                # e/(V A^2) -> microfarad/cm^2

eps = 80.0
cell_angstrom = 8.0
T_ev = 0.025
a = cell_angstrom / BOHR
T = T_ev / HARTREE
packings = [0.05, 1.0 / 3.0, 0.8]


def log_G(u, g):
    return np.log1p(2 * g * np.sinh(u / 2)**2)


def reduced_capacitance(u, g):
    """Closed formula for C/C_D at u > 0."""
    x = 2 * g * np.sinh(u / 2)**2
    return np.cosh(u / 2) / (1 + x) * np.sqrt(x / np.log1p(x))


def bulk_scales(g):
    c0 = g / (2 * a**3)
    kappa = math.sqrt(8 * math.pi * c0 / (eps * T))
    return c0, kappa, eps * kappa / (4 * math.pi)


# --- Occupations and pressure from an explicit sum over arrangements ---
cells = 60
n_plus, n_minus = np.meshgrid(np.arange(cells + 1), np.arange(cells + 1))
allowed = n_plus + n_minus <= cells
n_plus, n_minus = n_plus[allowed], n_minus[allowed]
log_count = (gammaln(cells + 1) - gammaln(n_plus + 1) - gammaln(n_minus + 1)
             - gammaln(cells - n_plus - n_minus + 1))
for g in packings:
    log_z = math.log(g / 2 / (1 - g))
    for u in (0.0, 0.7, 3.0):
        log_w = log_count + n_plus * (log_z - u) + n_minus * (log_z + u)
        log_sum = logsumexp(log_w)
        weight = np.exp(log_w - log_sum)
        G = math.exp(log_G(u, g))
        assert abs(weight @ n_plus / cells - g / 2 * math.exp(-u) / G) < 1e-9
        assert abs(weight @ n_minus / cells - g / 2 * math.exp(u) / G) < 1e-9
        # pressure * a^3 / T is the logarithm of the sum per cell
        assert abs(log_sum / cells + math.log((1 - g) / G)) < 1e-9


# --- Poisson equation integrated from the bulk towards the electrode ---
def integrate_layer(charge_density, kappa, u_end):
    """State: u, potential gradient, electrode charge balancing the ions."""
    def rhs(t, s):
        rho = charge_density(s[0])
        return [s[1] / T, -4 * math.pi * rho / eps, -rho]

    def reached(t, s):
        return s[0] - u_end
    reached.terminal = True
    u_start = 1e-9
    run = solve_ivp(rhs, (0, 200 / kappa), [u_start, kappa * T * u_start, 0.0],
                    method="DOP853", rtol=1e-11, atol=1e-25,
                    max_step=0.05 / kappa, events=reached, dense_output=True)
    assert run.status == 1
    return run


def state_at(run, u):
    t = brentq(lambda x: run.sol(x)[0] - u, 0, run.t[-1])
    return run.sol(t)


def capacitance_from_profile(run, u, h=0.005):
    """Central difference of charge; at u = 0 the charge is odd in u."""
    upper = state_at(run, u + h)[2]
    if u == 0:
        return upper / (h * T)
    return (upper - state_at(run, u - h)[2]) / (2 * h * T)


volts = [0.0, 0.05, 0.1, 0.2, 0.5, 1.0, 5.0, 10.0]
numeric, formula, runs = {}, {}, {}
largest_error = 0.0
for g in packings:
    c0, kappa, C_D = bulk_scales(g)
    z = g / 2 / (1 - g)

    def lattice_charge(u, z=z):
        return -2 * z * math.sinh(u) / (1 + 2 * z * math.cosh(u)) / a**3

    run = integrate_layer(lattice_charge, kappa, 401.0)
    runs[g] = run
    numeric[g] = np.array([capacitance_from_profile(run, v / T_ev)
                           for v in volts])
    formula[g] = np.array([C_D if v == 0 else
                           C_D * reduced_capacitance(v / T_ev, g)
                           for v in volts])
    error = np.max(np.abs(numeric[g] / formula[g] - 1))
    largest_error = max(largest_error, error)
    assert error < 2e-5        # finite difference and integration error
    for u in (1.0, 4.0, 40.0):
        _, field, charge = state_at(run, u)
        stress = eps * field**2 / (8 * math.pi)
        assert abs(stress / (T / a**3 * log_G(u, g)) - 1) < 1e-6
        assert abs(charge / (eps * field / (4 * math.pi)) - 1) < 1e-6

# --- Point ions: same equation without crowding ---
g_low = packings[0]
c0, kappa, C_D_low = bulk_scales(g_low)
point_run = integrate_layer(lambda u: -2 * c0 * math.sinh(u), kappa, 4.1)
for u in (2.0, 4.0):
    point_C = capacitance_from_profile(point_run, u)
    assert abs(point_C / (C_D_low * math.cosh(u / 2)) - 1) < 2e-5
    assert abs(reduced_capacitance(u, 1e-9) / math.cosh(u / 2) - 1) < 1e-6

# --- High-voltage law, against the integrated Poisson equation ---
def filled_layer_capacitance(v):
    return math.sqrt(eps / (8 * math.pi * a**3 * v / HARTREE))


ratios, slopes = {}, {}
for g in packings:
    C_D = bulk_scales(g)[2]
    refined = C_D / math.sqrt(2 * g * (1.0 / T_ev + math.log(g / 2)))
    assert abs(numeric[g][5] / refined - 1) < 2e-5
    ratios[g] = [numeric[g][i] / filled_layer_capacitance(volts[i])
                 for i in (4, 5, 7)]
    assert abs(ratios[g][2] - 1) < 0.006
    assert abs(ratios[g][2] - 1) < abs(ratios[g][1] - 1)
    slopes[g] = math.log(numeric[g][7] / numeric[g][6]) / math.log(2)
    assert abs(slopes[g] + 0.5) < 0.01

# --- Expansion at zero potential by exact differentiation ---
us, gs, ws = sp.symbols("u g w", positive=True)
charge_squared = 2 / gs * sp.log(1 - gs + gs * sp.cosh(us))
taylor = [sp.simplify(sp.diff(charge_squared, us, n).subs(us, 0)
                      / sp.factorial(n)) for n in (2, 4, 6)]
root = sp.sqrt(taylor[0] + taylor[1] * ws + taylor[2] * ws**2)
quadratic = sp.simplify(3 * sp.diff(root, ws).subs(ws, 0))
quartic = sp.simplify(5 * sp.diff(root, ws, 2).subs(ws, 0) / 2)
assert sp.simplify(quadratic - (1 - 3 * gs) / 8) == 0
threshold = sp.solve(quadratic, gs)
assert threshold == [sp.Rational(1, 3)]
quartic_at_threshold = sp.simplify(quartic.subs(gs, threshold[0]))
assert quartic_at_threshold == -sp.Rational(1, 216)

# --- Global shape: number of maxima at positive potential ---
def has_predicted_shape(values, g):
    d = np.diff(values)
    maxima = np.count_nonzero((d[:-1] > 0) & (d[1:] < 0))
    if g < 0.333:
        return d[0] > 0 and maxima == 1
    return bool(np.all(d < 0))


u_grid = np.linspace(0.02, 60, 3000)
scan = [0.01, 0.05, 0.2, 0.32, 1.0 / 3.0, 0.35, 0.5, 0.8, 1.0]
for g in scan:
    assert has_predicted_shape(reduced_capacitance(u_grid, g), g)
for g in (0.05, 0.2, 0.5, 0.8):       # constant capacitance 2 C_D in series
    charge = np.sqrt(2 / g * log_G(u_grid, g))
    total_potential = u_grid + charge / 2.0
    total_C = np.diff(charge) / np.diff(total_potential)
    assert has_predicted_shape(total_C, g)


# --- Camel peak from the condition y N' = N, with y = ln G ---
def N(y, g):
    q = np.exp(-y)
    return (1 - q) * (1 - (1 - 2 * g) * q)


def peak_condition(y, g):
    q = math.exp(-y)
    slope = 2 * (1 - g) * q - 2 * (1 - 2 * g) * q * q
    return y * slope - N(y, g)


for g in scan:
    y = log_G(u_grid, g)
    assert np.allclose(np.sqrt(N(y, g) / (2 * g * y)),
                       reduced_capacitance(u_grid, g), rtol=1e-9)
y_turn = -math.log((1 - g_low) / (2 * (1 - 2 * g_low)))
y_peak = brentq(peak_condition, y_turn, 50, args=(g_low,))
u_peak = math.acosh(1 + math.expm1(y_peak) / g_low)
direct = minimize_scalar(lambda u: -reduced_capacitance(u, g_low),
                         bounds=(0.1, 20), method="bounded",
                         options={"xatol": 1e-9})
assert abs(direct.x - u_peak) < 1e-5
C_peak = capacitance_from_profile(runs[g_low], u_peak)
assert C_peak > capacitance_from_profile(runs[g_low], u_peak - 0.3)
assert C_peak > capacitance_from_profile(runs[g_low], u_peak + 0.3)

# --- Printed numbers ---
print(f"relative permittivity: {eps:.0f} (no unit)")
print(f"cell edge a: {cell_angstrom:.1f} angstrom")
print(f"thermal energy T: {T_ev:.3f} eV")
print(f"1 e/(V A^2) = {MICROFARAD:.1f} microfarad/cm^2")
for g in packings:
    c0, kappa, C_D = bulk_scales(g)
    print(f"packing fraction g = {g:.4f} (no unit)")
    print(f"  density of each ion: {c0 / BOHR**3:.4e} per A^3")
    print(f"  Debye length: {BOHR / kappa:.3f} angstrom")
    print(f"  C at 0 V: {C_D * CAP_UNIT:.5f} e/(V A^2)"
          f" = {C_D * CAP_UNIT * MICROFARAD:.1f} microfarad/cm^2")
    for v, value in zip(volts[1:6], formula[g][1:6]):
        print(f"  C at {v:.2f} V: {value * CAP_UNIT:.5f} e/(V A^2)")
    wall = g / 2 * math.exp(4.0) / math.exp(log_G(4.0, g))
    print(f"  counter-ion cell occupation at wall, 0.10 V: {wall:.4f}")
    print("  C / filled-layer law at 0.5, 1, 10 V: "
          + ", ".join(f"{r:.4f}" for r in ratios[g]))
    print(f"  log-log slope of C from 5 to 10 V: {slopes[g]:.4f}")
print(f"largest relative error, formula vs Poisson: {largest_error:.1e}")
print(f"threshold packing fraction: {threshold[0]} (no unit)")
print(f"u^4 coefficient of C/C_D at threshold: {quartic_at_threshold}")
print(f"camel peak, g = 0.05: y = {y_peak:.4f}, u = {u_peak:.4f} (no unit)")
print(f"  peak potential: {u_peak * T_ev:.4f} V")
print(f"  peak C: {C_peak * CAP_UNIT:.5f} e/(V A^2)"
      f" = {C_peak * CAP_UNIT * MICROFARAD:.1f} microfarad/cm^2")
print(f"  peak C / C at 0 V: {C_peak / C_D_low:.4f}")
print(f"point ions, g = 0.05 density, C at 0.10 V: "
      f"{point_C * CAP_UNIT:.5f} e/(V A^2)")
C_filled = filled_layer_capacitance(1.0)
print(f"filled-layer law at 1 V: {C_filled * CAP_UNIT:.5f} e/(V A^2)"
      f" = {C_filled * CAP_UNIT * MICROFARAD:.1f} microfarad/cm^2")
thickness = math.sqrt(eps * a**3 / HARTREE / (2 * math.pi))
print(f"filled-layer thickness at 1 V: {thickness * BOHR:.2f} angstrom")
charge_1V = state_at(runs[g_low], 1.0 / T_ev)[2]
print(f"charge times a^3 at 1 V, g = 0.05, from Poisson: "
      f"{charge_1V * a**3 * BOHR:.2f} angstrom")
print("done: every assertion held")
```

Output:

```
relative permittivity: 80 (no unit)
cell edge a: 8.0 angstrom
thermal energy T: 0.025 eV
1 e/(V A^2) = 1602.2 microfarad/cm^2
packing fraction g = 0.0500 (no unit)
  density of each ion: 4.8828e-05 per A^3
  Debye length: 10.639 angstrom
  C at 0 V: 0.04156 e/(V A^2) = 66.6 microfarad/cm^2
  C at 0.05 V: 0.05822 e/(V A^2)
  C at 0.10 V: 0.08452 e/(V A^2)
  C at 0.20 V: 0.06240 e/(V A^2)
  C at 0.50 V: 0.03254 e/(V A^2)
  C at 1.00 V: 0.02181 e/(V A^2)
  counter-ion cell occupation at wall, 0.10 V: 0.5895
  C / filled-layer law at 0.5, 1, 10 V: 1.1073, 1.0496, 1.0046
  log-log slope of C from 5 to 10 V: -0.5067
packing fraction g = 0.3333 (no unit)
  density of each ion: 3.2552e-04 per A^3
  Debye length: 4.120 angstrom
  C at 0 V: 0.10730 e/(V A^2) = 171.9 microfarad/cm^2
  C at 0.05 V: 0.10238 e/(V A^2)
  C at 0.10 V: 0.08105 e/(V A^2)
  C at 0.20 V: 0.05267 e/(V A^2)
  C at 0.50 V: 0.03080 e/(V A^2)
  C at 1.00 V: 0.02126 e/(V A^2)
  counter-ion cell occupation at wall, 0.10 V: 0.9314
  C / filled-layer law at 0.5, 1, 10 V: 1.0480, 1.0232, 1.0022
  log-log slope of C from 5 to 10 V: -0.5033
packing fraction g = 0.8000 (no unit)
  density of each ion: 7.8125e-04 per A^3
  Debye length: 2.660 angstrom
  C at 0 V: 0.16623 e/(V A^2) = 266.3 microfarad/cm^2
  C at 0.05 V: 0.11000 e/(V A^2)
  C at 0.10 V: 0.07399 e/(V A^2)
  C at 0.20 V: 0.04937 e/(V A^2)
  C at 0.50 V: 0.03008 e/(V A^2)
  C at 1.00 V: 0.02102 e/(V A^2)
  counter-ion cell occupation at wall, 0.10 V: 0.9906
  C / filled-layer law at 0.5, 1, 10 V: 1.0237, 1.0117, 1.0011
  log-log slope of C from 5 to 10 V: -0.5017
largest relative error, formula vs Poisson: 1.7e-06
threshold packing fraction: 1/3 (no unit)
u^4 coefficient of C/C_D at threshold: -1/216
camel peak, g = 0.05: y = 1.1343, u = 4.4583 (no unit)
  peak potential: 0.1115 V
  peak C: 0.08566 e/(V A^2) = 137.2 microfarad/cm^2
  peak C / C at 0 V: 2.0613
point ions, g = 0.05 density, C at 0.10 V: 0.15635 e/(V A^2)
filled-layer law at 1 V: 0.02078 e/(V A^2) = 33.3 microfarad/cm^2
filled-layer thickness at 1 V: 21.28 angstrom
charge times a^3 at 1 V, g = 0.05, from Poisson: 20.27 angstrom
done: every assertion held
```
